\section*{The double-delta formula for intraband phonon linewidths at small wavevector, part 2}

An optical phonon of energy $\omega$ and wavevector $\mathbf q$ decays within a band $\varepsilon_{\mathbf k}$ of sharp states. We ask where the double-delta formula
\begin{equation}
\Gamma_{\rm DD}=2\pi\omega\sum_{\mathbf k}|g|^2\,\delta(\varepsilon_{\mathbf k}-E_F)\,\delta(\varepsilon_{\mathbf k+\mathbf q}-E_F)
\label{dd}
\end{equation}
gives the true full width at half maximum $\Gamma$. Algebra uses $\hbar=e=1$, with temperature in energy units. Sums run over $\mathbf k$, spin and valley per cell of volume $\Omega$; $f$ is the occupation and $g$ the coupling energy. The phonon self-energy and width are
\begin{equation}
\Pi(\mathbf q,z)=\sum_{\mathbf k}|g|^2\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{z-\Delta},\qquad \Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k},
\label{Pi}
\end{equation}
\begin{equation}
\Gamma=-2\operatorname{Im}\Pi=2\pi\sum_{\mathbf k}|g|^2\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\Delta-\omega).
\label{exact}
\end{equation}
Relative to the adiabatic frequency, $\Pi(\mathbf q,z)$ is replaced by $\Pi(\mathbf q,z)-\Pi(\mathbf q,0)$. The electronic operator $O$ drives the phonon amplitude.

The parabolic model has two equivalent valleys $\varepsilon=k^2/2m$, two spins each, with couplings $+g_0$ and $-g_0$, which are unscreened. Here $k_F=mv_F$, $q^*=\omega/v_F$, $r=\omega/E_F$, $N_0=\Omega mk_F/2\pi^2$, $N=4N_0$, and $\mu$ is the cosine between $\mathbf k+\mathbf q/2$ and $\mathbf q$. For $q<2k_F$, $\Gamma_{\rm DD}=\pi g_0^2Nq^*/q$ and $\Gamma/\Gamma_{\rm DD}=I/\omega$, with
\begin{equation}
I=T\ln\frac{1+e^{(E_F-\varepsilon_{\min})/T}}{1+e^{(E_F-\varepsilon_{\min}-\omega)/T}}
\;\longrightarrow\;Te^{(E_F-\varepsilon_{\min})/T}\left(1-e^{-\omega/T}\right)
\label{T}
\end{equation}
for $\varepsilon_{\min}-E_F\gg T$, where $\varepsilon_{\min}=(m\omega/q-q/2)^2/2m$.

At $T=0$, $\Gamma$ is nonzero only for $q_1<q<q_4$, with $q_{1,4}=\sqrt{k_F^2+2m\omega}\mp k_F$. It equals $\Gamma_{\rm DD}$ when $m\omega/q+q/2<k_F$, that is, for $q_2<q<q_3$ with $q_{2,3}=k_F\mp\sqrt{k_F^2-2m\omega}$. Between $q_1$ and $q_2$ lies a ramp.

Smearing replaces each delta function in \eqref{dd} by a Gaussian of standard deviation $\sigma$; for $q\ll k_F$ this weights directions by $e^{-(v_Fq\mu/2\sigma)^2}$.

Model parameters: $m=m_e$ ($\hbar^2/m=7.620$ eV\,\AA$^2$), $E_F=0.5$ eV, $\omega=60$ meV, $g_0=50$ meV, $\Omega=30$ \AA$^3$. Hence $r=0.12$, $\hbar v_F=2.7604$ eV\,\AA, $k_F=0.36226$ \AA$^{-1}$, $q^*=0.021736$ \AA$^{-1}$, $N_0=0.07225$ eV$^{-1}$ and $g_0^2N=0.7225$ meV.

\section{General statement and proof}

Consider a smooth three-dimensional band with sharp states, velocity $\mathbf v=\nabla\varepsilon$, a vertex with a finite limit $g(\mathbf p)$ as $q\to0$ along $\hat{\mathbf q}$, and intraband terms only.

\emph{(a) Gap.} At $T=0$, $\Gamma=0$ whenever $qV<\omega$, where $V$ is the largest $\mathbf v\cdot\hat{\mathbf q}$ within a distance $q$ of the shell $E_F-\omega<\varepsilon<E_F$. At any $T$, $\Gamma=0$ if $qV_{\rm band}<\omega$, with $V_{\rm band}$ the largest $\mathbf v\cdot\hat{\mathbf q}$ in the whole band.

\emph{(b) Scaling.} At $T=0$, to leading order in $\omega$ and $vq$ relative to the band scale, and away from singular points of $F$,
\begin{equation}
\Gamma=\frac\omega qF\!\left(\frac\omega q\right),\quad \Gamma_{\rm DD}=\frac\omega qF(0),\quad
F(u)=2\pi\sum_{\mathbf p}|g|^2\delta(\varepsilon_{\mathbf p}-E_F)\,\delta(\mathbf v\cdot\hat{\mathbf q}-u).
\label{F}
\end{equation}

\emph{Proof of (a).} Integrate along the straight path, $\Delta=\int_0^1\mathbf q\cdot\mathbf v(\mathbf k+\tau\mathbf q)\,d\tau$. This is at most $qV_{\rm band}$, so $\delta(\Delta-\omega)$ has no support if $qV_{\rm band}<\omega$, whatever the occupations. At $T=0$, $f(\varepsilon_{\mathbf k})-f(\varepsilon_{\mathbf k}+\omega)$ confines $\mathbf k$ to the shell, the path stays within $q$ of it, and $\Delta\le qV$. These are sufficient conditions and bound the threshold from below. As $\omega$ and $q$ become small, $V$ tends to $v_{\max}$, the largest $\mathbf v\cdot\hat{\mathbf q}$ on the Fermi surface. A crystal band has finite $V_{\rm band}$, so its thermal tail vanishes at least for all $q<\omega/V_{\rm band}$; the parabolic band has no largest velocity, which is why \eqref{T} never reaches zero.

\emph{Proof of (b).} Shift to the midpoint $\mathbf p=\mathbf k+\mathbf q/2$. Taylor expansion of $\varepsilon_{\mathbf p\pm\mathbf q/2}$ gives the difference $\Delta=\mathbf v_{\mathbf p}\cdot\mathbf q+O(q^3)$ and the mean $\bar\varepsilon=\varepsilon_{\mathbf p}+O(q^2)$. On $\Delta=\omega$ the occupation factor is $f(\bar\varepsilon-\omega/2)-f(\bar\varepsilon+\omega/2)$, a box of width $\omega$ centred on $\bar\varepsilon=E_F$. Against a smooth function $\phi$ it integrates to $\omega\phi(E_F)+\omega^3\phi''(E_F)/24+\dots$, so it acts as $\omega\,\delta(\bar\varepsilon-E_F)$ with a second-order relative error. Together with $\delta(\mathbf v\cdot\mathbf q-\omega)=q^{-1}\delta(\mathbf v\cdot\hat{\mathbf q}-\omega/q)$ this gives the first relation. For the second, the map $(\varepsilon_{\mathbf k},\varepsilon_{\mathbf k+\mathbf q})\to(\bar\varepsilon,\Delta)$ has unit Jacobian, so the two delta functions of \eqref{dd} equal $\delta(\bar\varepsilon-E_F)\delta(\Delta)$, which is the same expression at $u=0$. Where $F$ jumps, $\phi$ is not smooth and the step is spread into a ramp like the one between $q_1$ and $q_2$.

The content of \eqref{F} is geometric. With $d^3p=dS\,d\varepsilon/|\mathbf v|$, $F(u)$ is a line integral over the curve $\mathbf v\cdot\hat{\mathbf q}=u$ on the Fermi surface, with weight $|g|^2/(|\mathbf v|\,|\nabla_S(\mathbf v\cdot\hat{\mathbf q})|)$. The true decay uses the curve $u=\omega/q$, which leaves the surface when $u>v_{\max}$, so the leading-order threshold is $q_c=\omega/v_{\max}$. The double delta always uses the belt $u=0$. A closed sheet has such a belt, since its normal takes all directions. At fixed $\omega$, $\Gamma_{\rm DD}\propto1/q$ provided $F(0)$ is finite and nonzero, which holds if the surface gradient vanishes nowhere on the belt and $g\ne0$ on some part of it. Time reversal makes $|g|^2$ even and $\mathbf v$ odd in $\mathbf p$, so $F$ is even, and if $F$ is smooth at $u=0$ with $F(0)\ne0$, then the error of $\Gamma_{\rm DD}$ relative to $\Gamma$ is of order $(\omega/qu_0)^2$ for $\omega/q\ll u_0$, where $u_0$ is the velocity scale on which $F$ varies. This is $(q_c/q)^2$ only when $u_0\sim v_{\max}$; a slow sheet makes $u_0$ smaller. For four ellipsoidal valleys along $\langle111\rangle$ with masses $1.59$ and $0.082$, constant $|g|$ and $\mathbf q\parallel[111]$, each valley contributes a constant $\propto1/v_j$ up to its own largest velocity $v_j$, the valley along $\mathbf q$ is slower by $\sqrt{1/9+(8/9)(1.59/0.082)}=4.16$, and $\Gamma_{\rm DD}/\Gamma-1=4.16/3=1.39$ from $q_c$ up to about $4\,q_c$. For a sphere with constant $|g|$, $F=2\pi g_0^2N\cdot\frac12\int_{-1}^1d\mu\,\delta(v_F\mu-u)=\pi g_0^2N/v_F$ for $u<v_F$: $F$ is flat, so the two widths agree at leading order above the ramp, consistent with the exact equality found for the parabolic model on $(q_2,q_3)$.

\subsection{A band for which $F$ is not flat}

Take $\varepsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za)$, $\mathbf q\parallel x$, constant $|g|$, $\theta=p_xa$. Per spin and without the factor $2\pi g^2$, integrating over $k_y,k_z$ gives the square-lattice density of states $D_2$, and
\begin{equation}
F(u)=\int\frac{d\theta}{2\pi}D_2(E_F+2t\cos\theta)\,\delta(2ta\sin\theta-u)=\frac{D_2(E_F+2t\cos\theta)}{4\pi ta\cos\theta},\quad\sin\theta=\frac u{2ta},
\end{equation}
where for $E_F<-4t$ the root with $\cos\theta<0$ puts the argument below the band edge $-4t$ of $D_2$. For $e=-2t\eta$, $0<\eta<2$, doing the $k_z$ delta function and setting $x=\cos k_ya$ gives
\begin{equation}
D_2=\frac1{2\pi^2t}\int_{\eta-1}^{1}\frac{dx}{\sqrt{(\eta+1-x)(1-x)(x-\eta+1)(x+1)}}=\frac{K(m_K)}{2\pi^2t},\quad m_K=1-\frac{\eta^2}4 .
\end{equation}
The substitution $\sin^2\varphi=2(x-\eta+1)/[(2-\eta)(x+1)]$ does the reduction: it gives $\cos^2\varphi=\eta(1-x)/[(2-\eta)(x+1)]$, $1-m_K\sin^2\varphi=\eta(\eta+1-x)/[2(x+1)]$ and $2\sin\varphi\cos\varphi\,d\varphi=2\eta\,dx/[(2-\eta)(x+1)^2]$, whence the integrand becomes $d\varphi/\sqrt{1-m_K\sin^2\varphi}$ on $(0,\pi/2)$.

With $t=0.5$ eV, $a=3$ \AA, $E_F=-2.5$ eV $=-5t$, the argument exceeds $-4t$ only for $\cos\theta>1/2$, so $\hbar v_{\max}=2ta\sqrt3/2=2.598$ eV\,\AA\ and $q_c=0.060/2.598=0.02309$ \AA$^{-1}$. At $0.9\,q_c$ the largest pair energy is 54.9 meV, below $\omega$. Above threshold $F(u)/F(0)=1.322$, $1.160$, $1.031$ at $q/q_c=1.2$, $1.5$, $3$, against $1.322$, $1.160$, $1.031$ for $\Gamma/\Gamma_{\rm DD}$ from direct sums. At $1.2\,q_c$, $\sin\theta=0.866/1.2=0.722$ and $1/\cos\theta=1.445$; the remaining factor $1.322/1.445=0.915$ is the fall of $D_2$ toward its band edge. Here the double delta underestimates the width.

\subsection{A vertex that vanishes on the belt}

In the parabolic model let $g=2g_0\hat p_x\hat p_z$ with $\mathbf q\parallel z$. Its azimuthal mean is zero, so it induces no density of wavevector $\mathbf q$ and is unscreened; the mean of $|g|^2$ is $2g_0^2\mu^2(1-\mu^2)$. Equation \eqref{F} evaluates this at $\mu=s\equiv q^*/q$ for $\Gamma$ and at $\mu=0$ for $\Gamma_{\rm DD}$. The double delta gives zero and no $1/q$ growth, whereas at $q=2q^*$ the true width is $2\times0.25\times0.75=0.375$ of the constant-vertex value (0.376 from the grid sum). With smearing, the weight $e^{-(v_Fq\mu/2\sigma)^2}$ has $\langle\mu^2\rangle=2\sigma^2/(v_Fq)^2$, leaving the residue $4\sigma^2/(v_Fq)^2=4\times2^2/120^2=1.1\times10^{-3}$ for $\sigma=2$ meV, and a quarter of that for 1 meV.

\section{Where the double delta holds}

For an acoustic mode $\omega=cq$, the argument $u=c$ is the same at every $q$. With $c\ll v_{\max}$ there is no gap, the error of $\Gamma_{\rm DD}$ relative to $\Gamma$ is of order $(c/u_0)^2$ for $c\ll u_0$ when $F$ is smooth at $u=0$ with $F(0)\ne0$, and $\omega/q$ does not diverge. In the parabolic model at $T=0$, $I=\omega$ requires $mc+q/2<k_F$, so the two widths are equal for all $q<2(k_F-mc)$; with $\hbar c=0.03$ eV\,\AA, $c/v_F=0.011$, the computed ratio at $q=0.001$ \AA$^{-1}$ is 1.000000.

The coupling constant of Eliashberg theory is defined with both electron states on the Fermi surface. For a dispersionless mode, $\lambda=(2/\omega N_s)\sum_{\mathbf k\mathbf k'}|g|^2\delta(\varepsilon_{\mathbf k}-E_F)\delta(\varepsilon_{\mathbf k'}-E_F)$, with one spin in the sum and $N_s=N/2$. The average $\langle\cdot\rangle=\Omega\int d^3q/(2\pi)^3$ of \eqref{dd} is $2\pi\omega$ times twice that sum, so $\lambda=\langle\Gamma_{\rm DD}\rangle/\pi N\omega^2$ as an identity, and $q^2dq/q$ is integrable. In the model, with the sphere $q<q_4$ inside the zone, the $\mathbf k$ and $\mathbf k'$ sums factorize: $\langle\Gamma_{\rm DD}\rangle=2\pi\omega g_0^2NN_0$ and $\lambda=2g_0^2N_0/\omega=2\times0.0025\times0.07225/0.060=0.0060$. The true average replaces $\omega N_0^2$ by $\int_{E_F-\omega}^{E_F}N_0(\varepsilon)N_0(\varepsilon+\omega)\,d\varepsilon$ with $N_0(\varepsilon)\propto\sqrt\varepsilon$. Writing $\varepsilon+\omega/2=E_F+\zeta$, $|\zeta|<\omega/2$,
\begin{equation}
\sqrt{\varepsilon(\varepsilon+\omega)}=\sqrt{(E_F+\zeta)^2-\omega^2/4}=E_F+\zeta-\frac{\omega^2}{8(E_F+\zeta)}+\dots,
\end{equation}
and the term linear in $\zeta$ averages out, so $\langle\Gamma\rangle/\langle\Gamma_{\rm DD}\rangle=1-r^2/8+O(r^4)=0.998200$, against 0.998196 from integration over $q$. The share of $\langle\Gamma_{\rm DD}\rangle$ below $q_1$ is $(q_1/2k_F)^2=8.5\times10^{-4}$, which is $r^2/16$ at leading order; the ramp changes this only at higher order in $r$, and since $I=\omega$ on $(q_2,q_3)$ the other half of the deficit comes from the region near $2k_F$. The quantity $\Gamma_{\rm DD}/\pi N\omega^2$ is therefore the $\mathbf q$-resolved weight of $\lambda$ as defined on the Fermi surface, even where $\Gamma_{\rm DD}$ is not the linewidth. That definition has its own limit at small $q$. For an electron at $E_F$ and $T=0$, one $\mathbf q$ contributes $g_0^2/(|\xi|+\omega)^2$ to minus the frequency derivative of its self-energy, with $\xi=v_Fq\mu$ for $q\ll k_F$, and the angular mean is $g_0^2/[\omega(\omega+v_Fq)]$. This approaches the weight $g_0^2/\omega v_Fq$ only for $q\gg q^*$, is half of it at $q^*$, and tends to the finite value $g_0^2/\omega^2$ as $q\to0$. A vanishing width at small $q$ thus does not mean vanishing coupling, but the $1/q$ growth of the weight overstates it when small $q$ dominates.

\section{The frequency shift inside the gap}

For $q\ll k_F$, $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=\Delta\,\delta(\varepsilon-E_F)$ with $\Delta=v_Fq\mu$. Using $\mu/(s-\mu)=-1+s/(s-\mu)$ and a principal value for $s<1$, \eqref{Pi} gives
\begin{equation}
\operatorname{Re}\Pi=\frac{g_0^2N}{2}\int_{-1}^1\frac{\mu\,d\mu}{s-\mu}=g_0^2N\left[-1+\frac s2\ln\left|\frac{s+1}{s-1}\right|\right].
\end{equation}
The static value ($s=0$) is $-g_0^2N$, so the shift from the adiabatic frequency is $g_0^2N(s/2)\ln|(s+1)/(s-1)|$, valid outside the ramp, and it tends to $+g_0^2N$ as $q\to0$: the electrons cannot follow the vibration, and the static softening is undone without damping. It is $0.7225\ln3=0.794$ meV at $0.5\,q^*$ and 0.725 meV at $0.1\,q^*$. The $\omega$ in the thresholds is the shifted frequency, so to leading order they move by the same fraction as $\omega$. The $q\to0$ value, $0.7225/60=1.2\%$, understates this, because the shift grows logarithmically as $s\to1$: at $0.9\,q^*$ ($s=10/9$) it is already $0.7225\times\tfrac{10}{18}\ln19=1.18$ meV, or $2.0\%$ of $\omega$, and it is larger still at $q_1$. The slope of $\operatorname{Re}\Pi$ rescales the line width by $1/(1-\partial_\omega\operatorname{Re}\Pi)$. At $s=1/3$, $\partial_\omega\operatorname{Re}\Pi=(g_0^2N/\omega)\,s\,[\tfrac12\ln2+s/(1-s^2)]=0.0029$, an increase of 0.29\%. The width of the full Dyson peak at $3q^*$, read off a frequency grid of step 0.00025 meV that can underestimate it by up to two steps (0.07\%), is 0.7585 meV, or 0.25\% above $-2\operatorname{Im}\Pi=0.7566$ meV, in agreement within that resolution.

Apart from anharmonic decay and mass disorder, which damp the mode without involving electrons, two electronic channels lie outside all of this and can damp a zone-centre mode: interband transitions, for which the vertical gap can equal $\omega$ at $\mathbf q=0$, and electron scattering by impurities, other phonons or other electrons. Broadening $\delta(\Delta-\omega)$ in \eqref{exact} does not describe the second channel, since $f_{\mathbf k}-f_{\mathbf k+\mathbf q}$ still vanishes at $\mathbf q=0$. Scattering damps the zone-centre mode only if it fails to conserve the operator $O$: in the two-valley model $O$ at $\mathbf q=0$ is $g_0$ times the difference of the valley populations, so scattering within a valley leaves the width zero and only intervalley scattering contributes. The exact zero below $q_1$ is a statement about sharp states in a single band at $T=0$.

The numerical check asserts the closed forms against grid sums, quadrature and the Lindhard function, and its output holds the numbers used above that are not worked out in the text itself.

\section*{Computed values}
\begin{verbatim}
inputs: m*=m_e, EF=0.5 eV, w=60 meV, g=50 meV, vol=30.0 A^3, deg=4
T=300 K, kT=25.852 meV, hbar^2/m=7.6200 eV A^2, w/EF=0.120
kF=0.36226 1/A, hbar vF=2.7604 eV A
electrons per cell=0.0963
N0=0.07225 1/eV per spin, valley, cell; N=0.28902 1/eV per cell
g^2 N=0.7225 meV, pi g^2 N=2.2699 meV
qs=0.021736 1/A, qs/kF=0.0600
q1=0.021120 1/A (q1/qs=0.97168), q2=0.022430 1/A (q2/qs=1.03195)
q3=0.70210 1/A, 2kF=0.72453 1/A, q4=0.74565 1/A
q/qs, q(1/A), e_min(eV), Gamma 0K, Gamma 300K, Gamma_DD (meV)
 0.1 0.002174  49.9700 0.0000 0.0000e+00 22.6993
 0.5 0.010868   1.9701 0.0000 3.5457e-25 4.5399
 0.8 0.017389   0.7515 0.0000 6.5572e-05 2.8374
 0.9 0.019562   0.5876 0.0000 3.2424e-02 2.5221
 1.0 0.021736   0.4704 1.1179 1.1261e+00 2.2699
 1.1 0.023909   0.3838 2.0636 1.9778e+00 2.0636
 1.5 0.032604   0.1932 1.5133 1.5132e+00 1.5133
 2.0 0.043472   0.0968 1.1350 1.1350e+00 1.1350
 3.0 0.065207   0.0296 0.7566 7.5664e-01 0.7566
 5.0 0.108679   0.0012 0.4540 4.5399e-01 0.4540
largest Gamma at 0 K (q2): 2.1997 meV = 17.74 cm^-1
Gamma_DD(0.1 qs)=22.699 meV = 183.1 cm^-1
grid sum Gamma(qs, 0 K)=1.1176 meV
log-log slope of numerical DD=-1.000000
smeared DD at q=0, sigma=10 meV: grid 7.6838 meV, formula 7.6840 meV
smeared DD at q=0, sigma=20 meV: grid 3.8416 meV, formula 3.8420 meV
smeared DD at q=0, sigma=50 meV: grid 1.5358 meV, formula 1.5368 meV
Dyson FWHM at 3 qs=0.7585 meV
shift at 0.5 qs=0.7937 meV, at 0.1 qs=0.7250 meV
k_TF=1.3203 1/A, static screening of even vertex at qs=2.710e-04
xz vertex at 2 qs, relative to constant: exact 0.3761, small-q 0.3750
xz vertex DD, relative: 1.113e-03 (sigma 2 meV), 2.787e-04 (sigma 1 meV)
acoustic hbar c=0.03 eV A, c/vF=0.01087, Gamma/Gamma_DD at 0.001 1/A=1.000000
<Gamma_DD>_q=1.96814e-02 meV, <Gamma>_q=1.96459e-02 meV
ratio=0.998196, 1-(w/EF)^2/8=0.998200, lambda=0.006021
DD weight below q1=8.497e-04
cubic: t=0.5 eV, a=3.0 A, EF=-2.5 eV, hbar vmax=2.5981 eV A, qc=0.023094 1/A
cubic: largest pair energy at 0.9 qc=54.93 meV
cubic q/qc=1.2: Gamma/Gamma_DD grid 1.3223, F(u)/F(0) 1.3219
cubic q/qc=1.5: Gamma/Gamma_DD grid 1.1601, F(u)/F(0) 1.1599
cubic q/qc=3.0: Gamma/Gamma_DD grid 1.0311, F(u)/F(0) 1.0309
\end{verbatim}
